# Why Positive Axial Grüneisen Parameters Do Not Guarantee Expansion Along Every Axis

**Comment on the argument for a thickening film**

The argument under review concerns a thin hexagonal film whose $c$ axis stands normal to a wafer. It runs as follows. Stretching the crystal along any one axis lowers the frequency of every vibration. Lower frequencies mean more entropy, and heating favours entropy. The crystal must therefore lengthen along every axis when heated, and the film must become thicker whether or not it is attached to the wafer.

The first two sentences can be accepted here as premises, although the first does not hold for every crystal. The conclusion does not follow from them, because "stretching along one axis" has been used in two senses. In the premise the other axes are held fixed; in a free crystal they are not. The questions to settle are when this difference reverses the sign of an expansion coefficient, and what attachment to a wafer then does.

**1. What the premise establishes**

Let $\epsilon_1,\epsilon_2$ be the strains along two perpendicular basal directions and $\epsilon_3$ the strain along $c$. The crystal is stable, the strains are small, and shear can be left out because heating preserves the hexagonal symmetry. In the quasi-harmonic approximation, vibrations are harmonic at each fixed strain, but their frequencies depend on strain. The free energy per unit reference volume is

$$f=\frac12\sum_{ij}C_{ij}\epsilon_i\epsilon_j+\frac1v\sum_k\left[\frac{\hbar\omega_k}{2}+k_BT\ln\left(1-e^{-\hbar\omega_k/k_BT}\right)\right].$$

Here $v$ is the volume per atom, $k$ runs over the three modes per atom, and $C_{ij}$ is the static stiffness, with $C_{22}=C_{11}$, $C_{23}=C_{13}$. Define

$$\gamma_{i,k}=-\left.\frac{\partial\ln\omega_k}{\partial\epsilon_i}\right|_{\text{other strains}},$$

taken as independent of strain. The premise is that all these numbers are positive.

The derivative of the square bracket with respect to $\omega_k$ is $U_k/\omega_k$, where $U_k$ is the mean energy of the mode, zero-point part included. Since $\partial\omega_k/\partial\epsilon_i=-\gamma_{i,k}\omega_k$, the stress, positive in tension, is

$$\sigma_i=\frac{\partial f}{\partial\epsilon_i}=\sum_jC_{ij}\epsilon_j-\frac1v\sum_k\gamma_{i,k}U_k.$$

Now heat the crystal at fixed strain. With $c_k=(1/v)\,\partial U_k/\partial T$ and $c_v=\sum_kc_k$,

$$\left.\frac{\partial\sigma_i}{\partial T}\right|_{\epsilon}=-\sum_kc_k\gamma_{i,k}=-c_v\gamma_i,\qquad \gamma_i=\frac{\sum_kc_k\gamma_{i,k}}{c_v}.$$

By symmetry $\gamma_1=\gamma_2\equiv\gamma_a$; write $\gamma_3\equiv\gamma_c$. Note that $\gamma_a$ refers to stretching one basal direction, not both together, which fixes the factors of two below.

The minus sign means compression: a heated crystal held at fixed shape pushes outward on every face. This is what the premise proves. It is a statement about stress, and turning it into one about length requires the elastic response.

**2. The missing balance of forces**

For a free crystal the stress stays zero while temperature and strain both change. Let $\alpha_a$ and $\alpha_c$ be the rates of strain with temperature along the two kinds of axis. Setting $d\sigma_1=0$ and $d\sigma_3=0$, with $d\epsilon_1=d\epsilon_2=\alpha_a\,dT$ and $d\epsilon_3=\alpha_c\,dT$, gives

$$M\alpha_a+C_{13}\alpha_c=c_v\gamma_a,\qquad M=C_{11}+C_{12},$$

$$2C_{13}\alpha_a+C_{33}\alpha_c=c_v\gamma_c.$$

The factor 2 in the second line counts the two basal directions acting on $c$. Two approximations have entered. Strain also changes $U_k$, which adds a vibrational part to the stiffness. It is neglected here, and $c_k$ is evaluated at the unstrained frequencies; the example shows the size of the error when the Grüneisen parameters do not depend on strain.

To remove $\alpha_c$, multiply the first equation by $C_{33}$, the second by $C_{13}$, and subtract. To remove $\alpha_a$, multiply the second by $M$, the first by $2C_{13}$, and subtract. The results are

$$\alpha_a=\frac{c_v(C_{33}\gamma_a-C_{13}\gamma_c)}{D},\qquad \alpha_c=\frac{c_v(M\gamma_c-2C_{13}\gamma_a)}{D},$$

$$D=MC_{33}-2C_{13}^2.$$

The sign of $D$ follows from stability. For $\epsilon_1=\epsilon_2=e$ and $\epsilon_3=z$ the elastic energy is $\frac12(2Me^2+4C_{13}ez+C_{33}z^2)$. It is positive for every nonzero pair $(e,z)$ only if $M>0$, $C_{33}>0$ and $(2M)C_{33}-(2C_{13})^2=2D>0$. The numerators therefore decide the signs. For positive $\gamma_a$ and $\gamma_c$,

$$\alpha_c<0\iff\frac{\gamma_c}{\gamma_a}<\frac{2C_{13}}{M},\qquad \alpha_a<0\iff\frac{\gamma_a}{\gamma_c}<\frac{C_{13}}{C_{33}}.$$

Either contraction then needs $C_{13}>0$. That is necessary but not sufficient: the ratio of the Grüneisen parameters must also lie below the threshold set by the stiffness. The parameters need not always be unequal: if $2C_{13}>M$, which stability allows, even equal ones give contraction along $c$. Both axes cannot contract together. If they did, multiplying the two inequalities would give $1<2C_{13}^2/(MC_{33})$, hence $D<0$.

**3. Which stretch decides the sign**

The entropy argument can be repaired by using the right distortion. Pull on the crystal along $c$ and leave its sides free. Zero basal stress requires $M\epsilon_1+C_{13}\epsilon_3=0$, so

$$\epsilon_1=\epsilon_2=-\nu\epsilon_3,\qquad \nu=\frac{C_{13}}{M}.$$

The applied stress is $\sigma_3=2C_{13}\epsilon_1+C_{33}\epsilon_3=(D/M)\epsilon_3$, so the compliance is $S_{33}=\epsilon_3/\sigma_3=M/D$.

The entropy per volume is $s=-\partial f/\partial T$. Its strain derivative at fixed temperature is $-\partial\sigma_i/\partial T=c_v\gamma_i$. Along this pull,

$$ds=c_v(2\gamma_a\,d\epsilon_1+\gamma_c\,d\epsilon_3)=c_v(\gamma_c-2\nu\gamma_a)\,d\epsilon_3.$$

Dividing by $d\sigma_3$ gives

$$\left.\frac{\partial s}{\partial\sigma_3}\right|_T=c_vS_{33}(\gamma_c-2\nu\gamma_a)=\alpha_c.$$

The last equality follows by inserting $S_{33}$ and $\nu$ into the expression for $\alpha_c$. A free crystal contracts along $c$ if a pull along $c$ lowers its entropy. The pull lengthens $c$, which softens the vibrations, but for $C_{13}>0$ it also narrows two basal directions, which stiffens them. If the second effect is larger, the combined parameter $\gamma_c-2\nu\gamma_a$ is negative although both ingredients are positive.

For the basal axes the matching distortion is an equal pull in both basal directions with $\sigma_3=0$. Then $\epsilon_3=-(2C_{13}/C_{33})\epsilon_1$, and $ds=2c_v[\gamma_a-(C_{13}/C_{33})\gamma_c]\,d\epsilon_1$. This reproduces the other threshold.

**4. A film material that meets the premise and contracts**

Take $C_{11}=145$, $C_{12}=75$, $C_{13}=65$ and $C_{33}=165$ GPa, with $v=0.023\ \mathrm{nm^3}$. The three modes per atom, called $x$, $y$ and $z$, have energies 16, 16 and 20 meV. Their parameters for strains $(\epsilon_1,\epsilon_2,\epsilon_3)$ are

- mode $x$: $(1.6,\ 0.8,\ 0.3)$;
- mode $y$: $(0.8,\ 1.6,\ 0.3)$;
- mode $z$: $(1.2,\ 1.2,\ 0.6)$.

Every entry is positive, as the premise demands. With $x_k=\hbar\omega_k/k_BT$, each mode has heat capacity $c_k=(k_B/v)\,x_k^2e^{x_k}/(e^{x_k}-1)^2$. At 300 K the sum is $c_v=1.734\ \mathrm{MJ/(m^3K)}$, slightly below the classical $3k_B/v=1.801\ \mathrm{MJ/(m^3K)}$. The weighted means are $\gamma_a=1.200$ and $\gamma_c=0.399$, so the outward pushes at fixed shape are $c_v\gamma_a=2.081$ and $c_v\gamma_c=0.692$ MPa/K.

The elastic combinations are $M=220$ GPa and $D=220\times165-2\times65^2=27850\ \mathrm{GPa^2}$. Contraction along $c$ requires $\gamma_c/\gamma_a<130/220=0.591$. The actual ratio is 0.332, and

$$\alpha_c=\frac{220\times0.6916-130\times2.0810}{27850}\times10^{-3}\ \mathrm{K^{-1}}=-4.25\ \mathrm{ppm/K}.$$

The factor $10^{-3}$ converts MPa to GPa. The same arithmetic gives $\alpha_a=10.7$ ppm/K, and the volume expansion $2\alpha_a+\alpha_c$ is 17.2 ppm/K. The crystal grows in volume while one axis shortens.

In terms of the pull along $c$, $\nu=65/220=0.295$ and $S_{33}=7.90\ \mathrm{TPa^{-1}}$. The term $c_vS_{33}\gamma_c$ contributes $+5.46$ ppm/K and the Poisson term $-2\nu c_vS_{33}\gamma_a$ contributes $-9.71$ ppm/K. The combined parameter is $-0.310$.

The sign does not depend on how the modes are weighted. For each mode the two basal entries add to 2.4, and $0.295\times2.4=0.71$ exceeds its $c$ entry, whether 0.3 or 0.6. The pull therefore raises every frequency, and the formula gives $\alpha_c<0$ at any temperature at which the modes hold heat.

The neglected vibrational stiffness and the shift of the frequencies with strain can both be included by minimizing the full $f$ numerically over three independent strains, half a kelvin above and below each temperature, and taking the slope:

| $T$ (K) | $\alpha_a$ (ppm/K) | $\alpha_c$ (ppm/K) |
|---|---:|---:|
| 50 | 3.46 | −1.49 |
| 100 | 8.05 | −3.27 |
| 300 | 10.72 | −4.25 |
| 400 | 10.89 | −4.31 |

At these temperatures the formulas differ from the minimization by at most 0.32% of the larger coefficient. That value occurs at 50 K and is the remainder of two opposite effects: the shifted frequencies raise $\alpha_a$ by about 0.5% and the vibrational stiffness lowers it by about 0.2%; at 300 K the two nearly cancel. The figure belongs to the model. Grüneisen parameters that change with strain alter the vibrational stiffness: if they grow roughly in proportion to the volume, or to its square, the error at 300 K becomes about 1% or 2%, with the sign of $\alpha_c$ unchanged. Both coefficients shrink on cooling as the modes freeze out. The 50 K row belongs to this three-frequency model; a real crystal also has low-frequency acoustic modes.

**5. Controls that isolate the cause**

Three changes at 300 K, again by full minimization, separate the ingredients.

First, set $C_{13}=0$ and keep everything else. Then $\alpha_a=9.46$ and $\alpha_c=4.19$ ppm/K. Without the coupling, each push lengthens its own axis. Restoring $C_{13}$ reverses $\alpha_c$ and also raises $\alpha_a$, because the first balance equation reads $M\alpha_a=c_v\gamma_a-C_{13}\alpha_c$ and $\alpha_c$ is now negative.

Second, restore $C_{13}$ but set all nine Grüneisen parameters to 0.8. Then $\alpha_a=4.98$ and $\alpha_c=4.48$ ppm/K. For this stiffness, where $2C_{13}<M$ and $C_{13}<C_{33}$, Poisson coupling without unequal Grüneisen parameters does not produce a contraction.

Third, reverse the anisotropy. Give the modes the parameters $(0.4,0.2,1.2)$, $(0.2,0.4,1.2)$ and $(0.3,0.3,1.2)$, so that $\gamma_a/\gamma_c=0.3/1.2=0.25$. This lies below the other threshold, $65/165=0.394$. Now the basal axes contract, with $\alpha_a=-1.77$ ppm/K, while $\alpha_c=14.0$ ppm/K.

**6. A weaker claim about volume also needs a condition**

The argument might be withdrawn to the claim that at least the volume must grow. Adding the coefficients gives

$$2\alpha_a+\alpha_c=c_v(2\chi_a\gamma_a+\chi_c\gamma_c),$$

$$\chi_a=\frac{C_{33}-C_{13}}{D},\qquad \chi_c=\frac{M-2C_{13}}{D}.$$

These $\chi$ are the linear compressibilities: they solve the balance equations of section 2 when both right-hand sides are replaced by a unit tension. If both are positive, positive Grüneisen parameters do ensure volume expansion. Stability alone does not make them positive.

Take $C_{11}=70$, $C_{12}=30$, $C_{13}=60$ and $C_{33}=160$ GPa, with a positive shear stiffness. Then $D=8800\ \mathrm{GPa^2}$ and $C_{11}>C_{12}$, so the crystal is stable, but $\chi_a=11.36$ and $\chi_c=-2.27\ \mathrm{TPa^{-1}}$. For $\gamma_a=0.02$ and $\gamma_c=1$, the volume expansion divided by $c_v$ is $2\times11.36\times0.02-2.27=-1.82\ \mathrm{TPa^{-1}}$. This is a deliberately extreme set of numbers, chosen to show that the condition is needed.

**7. The attached film**

Return to the film of section 4, and let a thick, stiff wafer impose its own expansion $\alpha_s$ on the basal plane. The top face is free, so $\sigma_3=0$ still holds, but $\sigma_1$ need not vanish. Replacing $\alpha_a$ by $\alpha_s$ in the second balance equation gives the thickness coefficient

$$\alpha_\perp=\frac{c_v\gamma_c-2C_{13}\alpha_s}{C_{33}}.$$

If the wafer does not expand at all, $\alpha_\perp=c_v\gamma_c/C_{33}=4.19$ ppm/K, which is positive. This is the situation the original premise describes. For $\alpha_s=3$ ppm/K the result is 1.83 ppm/K, still positive. The sign changes at $\alpha_s=c_v\gamma_c/(2C_{13})=0.692/130\times10^{-3}\ \mathrm{K^{-1}}=5.3$ ppm/K; on a wafer that expands faster, this film becomes thinner on heating.

For a 100 nm film heated by 100 K, using the slopes at 300 K, the free film thins by 0.043 nm and the film on the 3 ppm/K wafer thickens by 0.018 nm. A thickness measurement on the attached film does not by itself reveal the sign of its free $\alpha_c$, even when $\alpha_s$ and the stiffness are known: $\alpha_\perp$ does not contain $\gamma_a$, on which that sign depends. A further measurement is needed: either the free basal expansion $\alpha_a$ itself, or the rate at which the film stress changes with temperature, from which the stress formula below gives $\alpha_a$.

The attachment costs stress. Subtract the free-crystal balance equations from those of the attached film. The $c$ equation gives $\alpha_\perp-\alpha_c=(2C_{13}/C_{33})(\alpha_a-\alpha_s)$. The basal equation gives $d\sigma_1/dT=-M(\alpha_a-\alpha_s)+C_{13}(\alpha_\perp-\alpha_c)$. Together,

$$\frac{d\sigma_1}{dT}=-\left(M-\frac{2C_{13}^2}{C_{33}}\right)(\alpha_a-\alpha_s).$$

The bracket is 168.8 GPa and the mismatch is $10.7-3.0=7.7$ ppm/K, so the stress changes by $-1.30$ MPa/K, which is compression on heating. A film that starts free of stress would reach 200 MPa of compression after a rise of about 150 K. Whether it yields there cannot be read from a uniaxial test in the basal plane or on randomly oriented grains. Equal basal compression with a free top face is a uniform pressure plus a tension of the same size along $c$, so it puts the same shear stress on every slip and twin system as a pull along $c$; that is the uniaxial test to compare with. Equal basal stresses with a free top face put no shear stress on any slip system whose slip direction lies in the basal plane, and in a metal like zirconium these are the easy ones. Yielding then needs slip with a component along $c$, twinning, or misaligned grains. Once the film does yield, the elastic formulas no longer apply.

**8. How the example stands to a real metal**

The stiffness and atomic volume lie in the rough regime of zirconium. The mode energies and Grüneisen parameters are round model choices, and their strong anisotropy is not zirconium's: that metal expands along both axes near room temperature. Within the present formulas and stiffness, expansion along both axes requires $\gamma_c/\gamma_a$ to lie between 0.59 and 2.5, whereas the example uses 0.33. A film in a device is also not free of its wafer. In the example, attachment to the 3 ppm/K wafer moves the thickness coefficient from $-4.25$ to $+1.83$ ppm/K.

Two other omissions can be sized. With a rough electronic heat-capacity coefficient of 3 mJ/(mol K²), electrons add about 4% to the vibrational heat capacity at 300 K. If they pushed along $c$ alone, their Grüneisen parameter would have to be about 8 to cancel the contraction. Changes of stiffness can also matter. Raising $C_{11}$ and $C_{12}$ by 10% and lowering $C_{13}$ by 10%, with $C_{33}$, $c_v$ and the Grüneisen parameters held fixed, takes $\alpha_c$ to $-2.3$ ppm/K. The sign survives, but the magnitude is nearly halved, because $\alpha_c$ is a difference of two larger terms. Misaligned grains, defects and anharmonicity beyond the quasi-harmonic model are not included.

**9. Correction requested**

The claim of expansion along every axis should be replaced by the two inequalities of section 2, evaluated with the material's own stiffness and weighted Grüneisen parameters. If either parameter is negative, the signs of the two numerators must be used instead of the ratios. The claim about film thickness should state the basal constraint, since the free and the attached film can respond with opposite signs. The positive parameters may stay in the argument as evidence of an outward push at fixed shape.

Numerical values quoted here were computed with a short program.
